# Fitting Circular Contact Resistances with Exponentially Scaled Bessel Functions: test program

```python
"""
Result under test: a circular contact (metal disc of radius a, bare ring, outer
metal from radius b outwards) on a layer of sheet resistance S, with interface
resistivity rho and transfer length L = sqrt(rho/S), has the resistance
  R = S/(2 pi) [ln(b/a) + (L/a) I0(a/L)/I1(a/L) + (L/b) K0(b/L)/K1(b/L)].
Exponentially scaled Bessel functions evaluate it without overflow, and a
one-variable Gauss-Newton search in ln L recovers S and rho from R at many gaps.
Lengths are in um, resistances in ohm, rho internally in ohm um^2.
The independent side is a finite-volume resistor network without Bessel functions.
"""
import numpy as np
import mpmath as mp
from scipy import constants, special
from scipy.linalg import solveh_banded
from scipy.optimize import brentq

CM2_PER_UM2 = 1e-8


def bessel_quotients(a, b, length):
    """Disc quotient I0/I1 and outer quotient K0/K1 from scaled functions."""
    x, y = a / length, b / length
    return special.i0e(x) / special.i1e(x), special.k0e(y) / special.k1e(y)


def geometry_factor(a, b, length):
    """Return 2 pi R/S and the share d ln R / d ln rho at fixed S."""
    disc, outer = bessel_quotients(a, b, length)
    bracket = np.log(b / a) + length / a * disc + length / b * outer
    return bracket, (disc**2 - outer**2) / (2 * bracket)


def fit_contact(resistance, a, b, start=None):
    """Least squares in ln R; returns S, rho, and the number of iterations."""
    log_data = np.log(resistance)

    def residuals(log_length):
        bracket, share = geometry_factor(a, b, np.exp(log_length))
        raw = log_data - np.log(bracket / (2 * np.pi))
        return raw.mean(), raw - raw.mean(), 2 * (share - share.mean())

    log_length = np.log(np.min(b - a) if start is None else start)
    for iteration in range(1, 201):
        _, error, slope = residuals(log_length)
        step = np.clip(slope @ error / (slope @ slope), -1.0, 1.0)
        if abs(step) < 1e-8:
            log_length += step
            log_sheet = residuals(log_length)[0]
            return np.exp(log_sheet), np.exp(log_sheet + 2 * log_length), iteration
        cost = error @ error
        while abs(step) > 1e-8:
            trial = residuals(log_length + step)[1]
            if trial @ trial <= cost:
                break
            step /= 2
        log_length += step
    raise RuntimeError("fit did not converge")


def network_resistance(a, b, sheet, rho, sheet_under=None, cells=200, reach=40):
    """Resistance from current conservation on rings, disc at 1 V, outer at 0 V."""
    under = sheet if sheet_under is None else sheet_under
    length = np.sqrt(rho / under)
    n_in = int(np.ceil(min(a, reach * length) * cells / length))
    faces_in = np.linspace(max(0.0, a - reach * length), a, n_in + 1)
    faces_out = np.linspace(b, b + reach * length, reach * cells + 1)
    mid_in = (faces_in[1:] + faces_in[:-1]) / 2
    mid_out = (faces_out[1:] + faces_out[:-1]) / 2
    leak = np.pi * np.concatenate([np.diff(faces_in**2), np.diff(faces_out**2)]) / rho
    link_in = 2 * np.pi * faces_in[1:-1] / (under * np.diff(mid_in))
    link_out = 2 * np.pi * faces_out[1:-1] / (under * np.diff(mid_out))
    link_gap = 2 * np.pi / (under * np.log(a / mid_in[-1]) + sheet * np.log(b / a)
                            + under * np.log(mid_out[0] / b))
    links = np.concatenate([link_in, [link_gap], link_out])
    diagonal = leak.copy()
    diagonal[:-1] += links
    diagonal[1:] += links
    source = np.zeros_like(leak)
    source[:n_in] = leak[:n_in]
    voltage = solveh_banded(np.vstack([np.append(0.0, -links), diagonal]), source)
    return 1 / np.sum(leak[:n_in] * (1 - voltage[:n_in]))


def network_data(a, b, sheet, rho, sheet_under=None):
    return np.array([network_resistance(a, edge, sheet, rho, sheet_under) for edge in b])


# Inputs of the worked example
sheet = 500.0
rho = 5e-7 / CM2_PER_UM2
thickness = 0.030
disc_radius = 300.0
gaps = np.array([2.0, 4.0, 6.0, 8.0, 12.0, 16.0, 24.0, 32.0])
edges = disc_radius + gaps
noise = 0.002
length = np.sqrt(rho / sheet)
ratio = disc_radius / length

# Scaled quotients against high-precision unscaled Bessel functions
mp.mp.dps = 30
worst = 0.0
for x in [1e-2, 0.3, 1.0, 5.0, 30.0, 300.0, ratio, 1e4, 1e6]:
    disc, outer = bessel_quotients(x, x, 1.0)
    disc_ref = mp.besseli(0, x) / mp.besseli(1, x)
    outer_ref = mp.besselk(0, x) / mp.besselk(1, x)
    worst = max(worst, abs(float(disc / disc_ref - 1)), abs(float(outer / outer_ref - 1)))
assert worst < 1e-14


# Range of the unscaled quotients in double precision
def last_finite(top, bottom):
    low, high = 100.0, 2000.0
    with np.errstate(all="ignore"):
        assert np.isfinite(top(low) / bottom(low))
        assert not np.isfinite(top(high) / bottom(high))
        while high - low > 1e-3:
            middle = (low + high) / 2
            if np.isfinite(top(middle) / bottom(middle)):
                low = middle
            else:
                high = middle
    return low


limit_disc = last_finite(special.i0, special.i1)
limit_outer = last_finite(special.k0, special.k1)
assert ratio > max(limit_disc, limit_outer)
rho_limit = sheet * (disc_radius / limit_disc)**2

# Resistance formula against the network, for small and large discs
for a, b, test_length in [(3.0, 5.0, 2.0), (20.0, 30.0, 1.0), (300.0, 302.0, length)]:
    gap_part = sheet * np.log(b / a) / (2 * np.pi)
    formula = sheet * geometry_factor(a, b, test_length)[0] / (2 * np.pi) - gap_part
    direct = network_resistance(a, b, sheet, sheet * test_length**2) - gap_part
    assert abs(formula / direct - 1) < 5e-5

    # Derivative formula against differences of the network
    h = 0.02
    up = network_resistance(a, b, sheet, sheet * test_length**2 * np.exp(h))
    down = network_resistance(a, b, sheet, sheet * test_length**2 * np.exp(-h))
    share_direct = np.log(up / down) / (2 * h)
    assert abs(geometry_factor(a, b, test_length)[1] / share_direct - 1) < 1e-3

# Large-ratio expansion: the remainder after the linear term in L
b_far = edges[-1]
linear = np.log(b_far / disc_radius) + length * (1 / disc_radius + 1 / b_far)
remainder = geometry_factor(disc_radius, b_far, length)[0] - linear
quadratic = length**2 / 2 * (1 / disc_radius**2 - 1 / b_far**2)
assert abs(remainder / quadratic - 1) < 0.02

# Recovery from noise-free network data, also from remote starts and a small disc
clean = network_data(disc_radius, edges, sheet, rho)
sheet_clean, rho_clean, steps_clean = fit_contact(clean, disc_radius, edges)
assert abs(sheet_clean / sheet - 1) < 1e-5 and abs(rho_clean / rho - 1) < 1e-4
start_factors = [1e-3, 1e-2, 1e2, 1e3]
start_steps = []
for factor in start_factors:
    s_fit, r_fit, steps = fit_contact(clean, disc_radius, edges, start=factor * length)
    assert abs(s_fit / sheet_clean - 1) < 1e-7 and abs(r_fit / rho_clean - 1) < 1e-6
    start_steps.append(steps)
small_radius, small_rho = 3.0, 2000.0
small = network_data(small_radius, small_radius + gaps, sheet, small_rho)
s_fit, r_fit, _ = fit_contact(small, small_radius, small_radius + gaps)
assert abs(s_fit / sheet - 1) < 1e-3 and abs(r_fit / small_rho - 1) < 1e-3

# Predicted uncertainty against the scatter of repeated noisy data sets
_, share = geometry_factor(disc_radius, edges, length)
mean_slope = np.mean(2 * share)
spread = np.sum((2 * share - mean_slope)**2)
sigma_sheet = noise * np.sqrt(1 / len(gaps) + mean_slope**2 / spread)
sigma_rho = noise * np.sqrt(1 / len(gaps) + (2 - mean_slope)**2 / spread)
rng = np.random.default_rng(7)
sets = 1000
noisy_sets = clean * np.exp(noise * rng.standard_normal((sets, len(gaps))))
fits = np.array([fit_contact(row, disc_radius, edges)[:2] for row in noisy_sets])
log_errors = np.log(fits / np.array([sheet, rho]))
scatter_sheet, scatter_rho = log_errors.std(axis=0, ddof=1)
assert abs(scatter_sheet / sigma_sheet - 1) < 0.10
assert abs(scatter_rho / sigma_rho - 1) < 0.10
assert abs(log_errors[:, 1].mean()) < 5 * sigma_rho / np.sqrt(sets)
noisy = noisy_sets[0]
sheet_fit, rho_fit = fits[0]
assert abs(np.log(sheet_fit / sheet)) < 4 * sigma_sheet
assert abs(np.log(rho_fit / rho)) < 4 * sigma_rho
length_fit = np.sqrt(rho_fit / sheet_fit)
fitted = sheet_fit * geometry_factor(disc_radius, edges, length_fit)[0] / (2 * np.pi)


# Neglected effects: change the data, keep the fitting model
def rho_shift(data):
    return 100 * (fit_contact(data, disc_radius, edges)[1] / rho - 1)


metal_resistivity = 2.8e-6      # ohm cm, rough value for aluminium
metal_thickness = 1.0           # um
metal_sheet = metal_resistivity * 1e4 / metal_thickness
metal_extra = metal_sheet * 2 * np.log(2) / (2 * np.pi)   # sensing at a/2 and 2b
shift_metal = rho_shift(clean + metal_extra)

widening = 0.05                # um, total true gap minus nominal gap
wide = np.array([network_resistance(disc_radius - widening / 2, edge + widening / 2,
                                    sheet, rho) for edge in edges])
shift_gap = rho_shift(wide)

mobility = 90.0                # cm2/Vs, rough value for heavily doped n-type silicon
density = 1 / (constants.e * mobility * sheet * thickness * 1e-4)
barrier = 0.6                  # V, rough band bending
permittivity = 11.7 * constants.epsilon_0
depletion = 1e6 * np.sqrt(2 * permittivity * barrier / (constants.e * density * 1e6))
consumed = 0.010               # um of silicon turned into silicide
under_ratios, under_shifts = [], []
for lost in [depletion, depletion + consumed]:
    under_ratio = thickness / (thickness - lost)
    shift = rho_shift(network_data(disc_radius, edges, sheet, rho, sheet * under_ratio))
    assert abs((1 + shift / 100) / under_ratio - 1) < 0.01
    under_ratios.append(under_ratio)
    under_shifts.append(shift)

decay = brentq(lambda k: k * np.tan(k * thickness) - thickness / length**2,
               1e-6 / thickness, 1.5 / thickness)
shift_thickness = 100 * (1 / (decay * length)**2 - 1)

current = 0.010                # A
disc_q, outer_q = bessel_quotients(disc_radius, edges[0], length)
edge_voltage = 1e3 * current * sheet * length * disc_q / (2 * np.pi * disc_radius)
thermal_voltage = 1e3 * constants.k * 300 / constants.e

print(f"input sheet resistance S = {sheet:.1f} ohm/sq")
print(f"input interface resistivity rho = {rho * CM2_PER_UM2:.3e} ohm cm2")
print(f"disc radius a = {disc_radius:.1f} um, layer thickness = {thickness * 1e3:.1f} nm")
print(f"transfer length L = {length:.5f} um, ratio a/L = {ratio:.2f}")
print(f"unscaled I0/I1 finite up to x = {limit_disc:.2f}")
print(f"unscaled K0/K1 finite up to x = {limit_outer:.2f}")
print(f"unscaled disc term fails for rho below {rho_limit * CM2_PER_UM2:.3e} ohm cm2")
print(f"worst relative error of scaled quotients = {worst:.1e}")
print(f"at a and b = a + 2 um: I0/I1 = {disc_q:.8f}, K0/K1 = {outer_q:.8f}")
print(f"gap 32 um: bracket minus linear form = {remainder:.4e}")
print(f"gap 32 um: quadratic term = {quadratic:.4e}")
print("gap (um), clean R (ohm), noisy R (ohm), fitted R (ohm), share u")
for row in zip(gaps, clean, noisy, fitted, share):
    print("%5.1f  %.5f  %.5f  %.5f  %.5f" % row)
print(f"clean fit: S = {sheet_clean:.5f} ohm/sq, iterations = {steps_clean}")
print(f"clean fit: rho = {rho_clean * CM2_PER_UM2:.6e} ohm cm2")
for factor, steps in zip(start_factors, start_steps):
    print(f"start at {factor:g} times true L: iterations = {steps}")
print(f"relative noise = {100 * noise:.2f} %")
print(f"noisy fit: S = {sheet_fit:.3f} ohm/sq, L = {length_fit:.5f} um")
print(f"noisy fit: rho = {rho_fit * CM2_PER_UM2:.4e} ohm cm2")
print(f"mean slope m = {mean_slope:.5f}, slope spread A = {spread:.5f}")
print(f"predicted std: S {100 * sigma_sheet:.3f} %, rho {100 * sigma_rho:.3f} %")
print(f"scatter of {sets} fits: S {100 * scatter_sheet:.3f} %, rho {100 * scatter_rho:.3f} %")
print(f"metal resistivity = {metal_resistivity:.1e} ohm cm, thickness = {metal_thickness:.1f} um")
print(f"metal sheet = {metal_sheet:.4f} ohm/sq, added R = {metal_extra:.5f} ohm")
print(f"rho shift from metal resistance = {shift_metal:+.2f} %")
print(f"rho shift from gap wider by {widening * 1e3:.0f} nm = {shift_gap:+.2f} %")
print(f"mobility = {mobility:.0f} cm2/Vs, electron density = {density:.2e} cm-3")
print(f"band bending = {barrier:.1f} V, depletion width = {depletion * 1e3:.2f} nm")
print(f"depletion: sheet ratio {under_ratios[0]:.4f}, rho shift {under_shifts[0]:+.2f} %")
print(f"silicon consumed = {consumed * 1e3:.0f} nm, in addition to depletion")
print(f"both: sheet ratio {under_ratios[1]:.4f}, rho shift {under_shifts[1]:+.2f} %")
print(f"squared decay length change from thickness = {shift_thickness:+.3f} %")
print(f"current = {current * 1e3:.0f} mA, disc-edge interface voltage = {edge_voltage:.3f} mV")
print(f"thermal voltage at 300 K = {thermal_voltage:.2f} mV")
print("verified")
```

Running it gives:

```
input sheet resistance S = 500.0 ohm/sq
input interface resistivity rho = 5.000e-07 ohm cm2
disc radius a = 300.0 um, layer thickness = 30.0 nm
transfer length L = 0.31623 um, ratio a/L = 948.68
unscaled I0/I1 finite up to x = 709.78
unscaled K0/K1 finite up to x = 742.09
unscaled disc term fails for rho below 8.932e-07 ohm cm2
worst relative error of scaled quotients = 6.2e-16
at a and b = a + 2 um: I0/I1 = 1.00052746, K0/K1 = 0.99947685
gap 32 um: bracket minus linear form = 1.0270e-07
gap 32 um: quadratic term = 1.0193e-07
gap (um), clean R (ohm), noisy R (ohm), fitted R (ohm), share u
  2.0  0.69597  0.69597  0.69577  0.12013
  4.0  1.22068  1.22141  1.22039  0.06827
  6.0  1.74196  1.74101  1.74156  0.04768
  8.0  2.25985  2.25583  2.25935  0.03664
 12.0  3.28563  3.28264  3.28491  0.02504
 16.0  4.29835  4.28983  4.29743  0.01902
 24.0  6.28592  6.28668  6.28461  0.01285
 32.0  8.22506  8.24714  8.22336  0.00971
clean fit: S = 500.00000 ohm/sq, iterations = 6
clean fit: rho = 5.000031e-07 ohm cm2
start at 0.001 times true L: iterations = 11
start at 0.01 times true L: iterations = 9
start at 100 times true L: iterations = 9
start at 1000 times true L: iterations = 11
relative noise = 0.20 %
noisy fit: S = 499.899 ohm/sq, L = 0.31613 um
noisy fit: rho = 4.9959e-07 ohm cm2
mean slope m = 0.08483, slope spread A = 0.03825
predicted std: S 0.112 %, rho 1.960 %
scatter of 1000 fits: S 0.111 %, rho 1.918 %
metal resistivity = 2.8e-06 ohm cm, thickness = 1.0 um
metal sheet = 0.0280 ohm/sq, added R = 0.00618 ohm
rho shift from metal resistance = +7.50 %
rho shift from gap wider by 50 nm = +16.44 %
mobility = 90 cm2/Vs, electron density = 4.62e+19 cm-3
band bending = 0.6 V, depletion width = 4.10 nm
depletion: sheet ratio 1.1581, rho shift +15.82 %
silicon consumed = 10 nm, in addition to depletion
both: sheet ratio 1.8864, rho shift +88.64 %
squared decay length change from thickness = +0.300 %
current = 10 mA, disc-edge interface voltage = 0.839 mV
thermal voltage at 300 K = 25.85 mV
verified
```
